# Polarisation of a crystal: defined modulo a quantum, changed by measurable amounts, part 2

The problem is to define the polarisation of an insulating crystal and relate it to transported charge. Electrons are independent particles of charge $-e$, with $e>0$. Cores of charge $Z_se$ sit at $\mathbf r_s$ in a cell of volume $\Omega$, $\mathbf R$ is a lattice vector, and each of the $N$ filled bands holds two electrons. The macroscopic field is zero, the lattice is fixed and the gap stays open.

The periodic part of a Bloch state is $u_{n\mathbf k}$, also written $|n\rangle$, and $\langle\dots\rangle$ around a function of $\mathbf k$ is its Brillouin-zone average. The Berry connection and Wannier centre are

$$
\mathbf A_n=i\langle u_{n\mathbf k}|\nabla_{\mathbf k}u_{n\mathbf k}\rangle,
\qquad \bar{\mathbf r}_n=\langle\mathbf A_n\rangle .
$$

In the overlap formula below, $A$ is this connection along the stack; elsewhere $A$ is an area. A change of phases that keeps the Bloch states periodic in $\mathbf k$ can move a centre by $\mathbf R$. The formal polarisation,

$$
\mathbf P=\frac{e}{\Omega}\Big(\sum_s Z_s\mathbf r_s-2\sum_{n=1}^{N}\bar{\mathbf r}_n\Big),
$$

is therefore fixed only modulo $e\mathbf R/\Omega$. With inversion symmetry, each component along a primitive vector is zero or one half of a quantum.

When a parameter $\lambda$ slowly moves the atoms, the response current gives the electron drift per unit of $\lambda$:

$$
\frac{d\bar{\mathbf r}_n}{d\lambda}=\langle\mathbf F_n\rangle,
\qquad \mathbf F_n=2\,{\rm Im}\langle\nabla_{\mathbf k}n|\partial_\lambda n\rangle .
$$

The density alone does not define $\mathbf P$: for period $c$ and density $\rho(z)$, the dipole $d(z_0)=\int_{z_0}^{z_0+c}z\rho\,dz$ of a cell beginning at $z_0$ obeys $dd/dz_0=c\,\rho(z_0)$.

The entries marked 3D in the final list belong to an earlier check in a hexagonal crystal with Gaussian wells of 3 eV and 25 eV, width 0.08 nm. The deeper well was carried through $\mathbf R=(1,0,1)$. The basis-edge weights compare that well alone ("wide") with one of 5 eV and 0.04 nm ("narrow"); each is the lowest state's weight on the plane waves with the largest first index.

## A polar stack, its reversal and its interfaces

From the first half the following is needed. The charge $e$ is positive, $Z_se$ are core charges, and $\bar{\mathbf r}_n$ is the Wannier centre of a band filled by two electrons. The formal polarisation is $\mathbf P=(e/\Omega)(\sum_sZ_s\mathbf r_s-2\sum_n\bar{\mathbf r}_n)$, defined modulo $e\mathbf R/\Omega$. Its change along a slow insulating path in a fixed lattice is the transported charge per area, and two paths with common ends can differ by $e\mathbf R/\Omega$.

Consider a stack of planes along $z$ with repeat $c$ and in-plane cell area $A$, so that $\Omega=Ac$. For $\mathbf R$ along the stack the quantum is $ec/\Omega=e/A$. Each repeat holds a cation plane at height 0 and an anion plane at height $\zeta c$. Both have core charge $+e$ per in-plane cell, and two electrons fill the lowest band. With the band centre at $wc$,

$$
P_z=\frac{e}{A}\,p,\qquad p=\zeta-2w .
$$

The numbers are round values in the rough regime of gallium nitride and its relatives. The in-plane constant is $a=0.32$ nm and $c=0.26$ nm is the height of one bilayer. Then $A=\sqrt3a^2/2=0.0887$ nm², and $e/A=180.7$ μC/cm². The electrons have the free mass and move along $z$; in-plane dispersion is left out. Each plane attracts them with a Gaussian well of width $s=0.04$ nm. The strengths are $v_c=1.5$ eV for the cation and $v_a=4.0$ eV for the anion, and the Fourier components of the potential are

$$
V_m=-\big(v_c+v_ae^{-2\pi im\zeta}\big)\,e^{-(2\pi ms/c)^2/2}.
$$

The first component gives simple estimates of the band centre and the gap. Alone it produces a cosine potential with its minimum at the phase angle of $v_c+v_ae^{2\pi i\zeta}$. This potential is symmetric about the minimum, where the lowest band is centred, so in this approximation

$$
w\simeq\frac{1}{2\pi}\arg\big(v_c+v_ae^{2\pi i\zeta}\big).
$$

At the zone boundary the waves $e^{\pm i\pi z/c}$ have equal kinetic energy and are coupled by $V_1$, which splits them by $2|V_1|$ to leading order. For $\zeta=1/4$ the Gaussian factor is 0.627 and $|v_c+iv_a|=4.27$ eV, so the estimate is 5.4 eV. The full calculation gives a gap of 5.41 eV.

Take the coplanar structure, $\zeta=0$, as the start and $\zeta=1/4$ as the polar structure. The centre was computed from Berry phases. On a fine mesh $\langle u_k|u_{k+dk}\rangle\simeq1-iA\,dk$, so minus the phase angle of each overlap is $A\,dk$, and their sum over the zone is $2\pi w$. The centre moves from 0 to $w=0.1948$, close to the first-component estimate $\arctan(4.0/1.5)/2\pi=0.193$. Hence

$$
p=0.25-2(0.1948)=-0.1396,\qquad
\Delta P=-0.1396\times180.7=-25.2\ \mu{\rm C/cm^2}.
$$

The anion core moves up and contributes $+0.25$, while the electron pair contributes $-0.39$ and outweighs it.

Two other calculations give the same displacement. The integral of the response current along the path is $0.1948\,c$. A solution of the time-dependent Schrödinger equation, in which the anions move smoothly to their new height in 20 fs, gives $0.1948\,c$ from the integrated velocity. With half as many time steps it gives $0.1949\,c$. If the velocity is sampled at the ends of the steps instead of being integrated within them, the same evolution yields $0.1930\,c$; that deficit of one percent arises because the potential is held constant within each step, so the velocity curves between the sampled ends and the end values miss this. When the motion takes 0.5 fs, the displacement at its end is $0.254\,c$, about 30% more than the adiabatic value. This duration is shorter than the period $h/E$ of 0.8 fs that belongs to the gap, so the expansion in slowness does not apply.

The dipole of a cell shows why the density cannot replace this calculation. For the polar structure it is $0.235\,e/A$ with the cut at $0.4c$ and $-0.144\,e/A$ with the cut at $0.7c$, in the units of $p$. No core lies between the two cuts. The change of $-0.379$ is the electron charge between them carried over by one period, in accordance with $dd/dz_0=c\rho(z_0)$.

Now let the anion plane travel through a whole repeat while the cations stay. In the first-component estimate the angle of $v_c+v_ae^{2\pi i\zeta}$ winds once if $v_a>v_c$ and returns without winding if $v_a<v_c$. The response current confirms both cases: the electrons move by $1.000000\,c$ with the anion well deeper, and by $0.000000\,c$ with the two strengths exchanged. In the first case two electrons accompany a core of charge $+e$, and $\Delta p=1-2=-1$. The smallest gap among the 24 sampled positions is 3.25 eV.

The cases are separated by a metal. With equal wells and $\zeta=1/2$ the potential has period $c/2$. The two lowest bands of the cell of length $c$ are then two parts of one band of the shorter cell, and they meet at the zone boundary. The computed gap, $8\times10^{-13}$ eV, is zero to numerical accuracy.

Polarity reversal takes $\zeta=1/4$ to a structure whose anions lie a quarter repeat below the cations. Through the coplanar structure the anions go down to $\zeta=-1/4$, the change is $\Delta p=+0.2792$, and $\Delta P=+50.4$ μC/cm². Through equally spaced planes they go up to $\zeta=3/4$, which is the same crystal, and $\Delta P=-130.2$ μC/cm². The difference is 180.7 μC/cm², one quantum. The initial and final crystals are identical in the two cases, and a current meter in the circuit would read opposite signs. The model does not say which route a real crystal takes. In wurtzite with the polarity of $\zeta=1/4$ an anion has a cation directly above it, an obstacle that a stack without lateral structure does not contain.

The two intermediate structures are both symmetric under inversion, and they realise the two allowed formal values: $p=0$ for coplanar planes and $p=-1/2$ for equally spaced ones. A spontaneous polarisation quoted relative to a non-polar reference therefore depends on the reference. Measured from the coplanar structure it is $-25.2$ μC/cm² here. Measured from the equally spaced one it is $(-0.1396+0.5)\times180.7=+65.1$ μC/cm².

A heterostructure compares two materials across an interface. Let material 1 lie below and material 2 above, coherent with the same in-plane cell area $A$, and let the interface be insulating. Write $\rho(z)$ for the charge density averaged in the plane. Define the interface charge with a window that removes the oscillation within a cell:

$$
\sigma=\int\rho(z)f(z)\,dz .
$$

Here $f$ rises linearly from 0 to 1 over one repeat deep in material 1, stays at 1 across the interface, and falls to 0 over one repeat deep in material 2.

In the bulk of material 1 assign to each repeat its cores and the electron pairs in its Wannier functions. This gives a neutral, localised group $g_1(z-jc_1)$, where $c_1$ is the repeat and $j$ an integer, with $\int g_1dz=0$ and dipole per area $\int zg_1dz=P_1c_1$. Groups lying where $f$ is constant contribute nothing. For those near the rising ramp, $f(z)$ equals $z/c_1$ limited to the range from 0 to 1 if $z$ is counted from the start of the ramp. At $z/c_1=n+\theta$ with $0\le\theta<1$, the term $j=-n$ of the following sum is $\theta$, and the terms from $j=-n+1$ to $J$ are each 1, so that

$$
\sum_{j\le J}f(z+jc_1)=J+\frac{z}{c_1}.
$$

The groups together contribute $\int g_1(z)(J+z/c_1)dz=P_1$. The falling ramp contributes $-P_2$ by the same steps. Near the interface some cores and electron pairs may be left over after all neutral groups have been assigned. They lie where $f=1$, and their total charge is an integer number $M$ of elementary charges per area $A$. Hence

$$
\sigma=P_1-P_2+M\frac{e}{A}.
$$

The bulk crystals fix $\sigma$ modulo $e/A$, and the structure and filling of the interface fix $M$. If the interface has a larger periodic cell of area $\nu A$, the integer counts charges per $\nu A$ and the steps are finer.

For the example let material 2 differ from material 1 in its cation strength, 1.8 eV in place of 1.5 eV, with $\zeta=1/4$ and all else held fixed. The stronger cation well draws the electrons back, and $p_2=-0.1192$. The bulk difference is $-0.1396+0.1192=-0.0204$. A periodic supercell with 24 repeats of each material was diagonalised, and its density, taken with the window $f$, gives the same $-0.0204\,e/A$, so $M=0$. In engineering units

$$
\sigma=-3.68\ \mu{\rm C/cm^2},\qquad |\sigma|/e=2.3\times10^{13}\ {\rm cm^{-2}} .
$$

The integer appears when the polarity is inverted at the interface. Keep material 1 below and place the same material with reversed polarity above. The bulk difference is $-0.2792\,e/A$. If the upper anions are placed at $\zeta=-1/4$, the supercell gives $\sigma=-0.2792\,e/A$ and $M=0$. If they are placed at $\zeta=3/4$, the upper bulk is unchanged but the boundary has one anion plane fewer than in the first case. The supercell then gives $+0.7208\,e/A$ and $M=1$. The missing plane would have brought one positive core charge and two electrons, a net charge of $-e$ per cell. Counted between successive cation planes, the first boundary holds two anion planes in one interval and the second holds one in every interval. Each periodic supercell also contains an opposite boundary of opposite charge. For independent electrons both supercells are insulating, with gaps of 3.86 eV and 0.82 eV. These gaps leave out the field of the boundary charges. With a relative permittivity of 10 and domains of length $L=24c$, the potential drop $|\sigma|L/(2\cdot10\,\varepsilon_0)$ is about 18 V and 46 V, far above the gaps, so such boundaries could not stay insulating and unscreened.

Strain needs care because $A$ enters the quantum. An in-plane strain of 1% at fixed $p$ multiplies $e/A$ by $1.01^{-2}$ and lowers it by 3.56 μC/cm². The formal polarisation of material 1 then changes by $+0.50$ μC/cm² on the branch $p=-0.1396$, and by $-3.06$ μC/cm² on the equally valid branch $p=0.8604$. The difference between the branches is about as large as $\sigma$ itself. Subtracting formal values that belong to different areas thus gives an arbitrary result. At a coherent interface the areas are equal, and $\sigma=(e/A)(p_1-p_2)$ modulo $e/A$, with both $p$ evaluated in the strained state. The part of the strain response that transports charge is the change of $p$, since $AP_z=ep$ is the charge per in-plane cell.

The charge $\sigma$ refers to zero field, which an isolated junction does not maintain. Suppose that material 1 is a layer with relative permittivity 10, a rough value, that material 2 is free of field, and that no carriers screen the charge. The field in the layer is

$$
F=\frac{|\sigma|}{10\,\varepsilon_0}=4.2\ {\rm MV/cm}.
$$

This is 1.4 times 3 MV/cm, a rough breakdown field for gallium nitride. The permittivity is taken from nitrides and is not that of the stack, whose electrons alone give about 3.75 at fixed cores and hence a field near 11 MV/cm; the estimates below keep the value 10. The gap of the model layer is wider than that of gallium nitride, so the comparison gives only the scale. The layer responds with an induced polarisation of $(9/10)|\sigma|=3.3$ μC/cm², which cancels most of the bound charge. The potential energy of an electron changes by 0.11 eV per repeat, and the change reaches the gap over 13 nm. A thicker layer cannot remain unscreened in equilibrium, because its valence states on one side would lie above the conduction states on the other.

Tunnelling between the bands can be estimated with a decay constant $\kappa$ given by $\hbar^2\kappa^2/2m^*=\epsilon(E_g-\epsilon)/E_g$, where $\epsilon$ is the energy measured from one band edge into the gap $E_g$. Along the field $dx=d\epsilon/(eF)$, and $\int_0^{E_g}\sqrt{\epsilon(E_g-\epsilon)}\,d\epsilon=\pi E_g^2/8$, the area of a half disc of radius $E_g/2$. The exponent of the transmission is

$$
2\int\kappa\,dx=\frac{\pi\sqrt{m^*}\,E_g^{3/2}}{2\sqrt2\,\hbar eF}=54
$$

for $m^*=0.2$ free masses, a rough value. Direct tunnelling is negligible at this field and gap.

If electrons compensate a charge of this size in one parabolic subband of that mass, their Fermi energy is $\pi\hbar^2(|\sigma|/e)/m^*=0.28$ eV. This is about ten times the thermal energy of 0.026 eV at 300 K, so the gas is degenerate. A mass larger by 10% lowers the Fermi energy by 0.025 eV. One subband is not enough at this density: in the self-consistent well for this mass and permittivity the second subband lies about 0.20 eV above the first and holds about 13% of the electrons, and the Fermi level is about 0.23 eV above the first. An electron gas requires a positive $\sigma$, which arises when the order of the two materials is exchanged at fixed polarity. The negative $\sigma$ found here attracts holes, which are heavier in nitrides. For 1.5 free masses, a rough value, the same formula gives 0.04 eV. This is comparable with the thermal energy, so a hole gas at 300 K is not strongly degenerate.

Beside real nitrides, the lattice constants are close to those of gallium nitride, and the gap lies between the rough 3.4 eV of gallium nitride and 6 eV of aluminium nitride. A sheet density of order $10^{13}$ cm⁻² is typical of nitride transistor structures. The polarisation reversal is far from typical: ferroelectric aluminium scandium nitride has a remanent polarisation of roughly 100 μC/cm², hence a reversal of about 200 μC/cm², against 50 μC/cm² for the coplanar route here. Over a whole repeat the model gives its moving ion a net charge of $-e$, whereas nitrogen with a closed shell would carry $-3e$. On the coplanar route the charge that acts is $dp/d\zeta$, on average $-0.1396/0.25=-0.56$ in units of $e$. The two figures are not expected to agree, and the formal charges alone do not fix their ratio. Devices also break the assumption of zero field. By the estimate above, this reduces the net bound charge at an unscreened junction from 3.7 to 0.4 μC/cm². Interaction between electrons, in-plane dispersion and alloy disorder are absent from the stack, and their effect on $p_1-p_2$ has not been sized. The remaining figures are in the numerical output below.

## Values computed for the example and the checks

```
in-plane constant a = 0.32 nm; repeat c = 0.26 nm
well width = 0.04 nm; polar height zeta = 0.25
cation wells 1, 2 = 1.5, 1.8 eV; anion = 4.0 eV
cell area A = 0.08868 nm^2
quantum e/A = 180.67 uC/cm2
gap of polar material 1 = 5.406 eV
band centre, coplanar = 0.00000 c; polar = 0.19480 c
electron shift, Berry phase = 0.19480 c
electron shift, response current = 0.19480 c
electron shift, 20 fs motion = 0.19483 c
same, half as many time steps = 0.19494 c
same, velocity at step ends only = 0.19296 c
electron shift, 0.5 fs motion = 0.25363 c
centre change by gauge choice = 1.00000 c
formal p, coplanar = 0.00000 e/A
formal p, equally spaced = -0.50000 e/A
formal p, polar 1 = -0.13959 e/A
P(polar 1) - P(coplanar) = -25.22 uC/cm2
cell dipole, cut at 0.4 c = 0.2353 e/A
cell dipole, cut at 0.7 c = -0.1435 e/A
cycle, deep anion: electron shift = 1.000000 c
cycle, shallow anion: electron shift = 0.000000 c
smallest sampled gap on anion cycle = 3.250 eV
gap for equal wells at zeta 0.5 = 8.2e-13 eV
reversal via coplanar = 50.44 uC/cm2
reversal via equal spacing = -130.23 uC/cm2
route difference = 180.67 uC/cm2
3D wells = 3, 25 eV; width = 0.08 nm
3D basis-edge weight: narrow 7.0e-03, wide 3.8e-04
3D cycle, R = (1,0,1): shift = 0.9895, 0.0047, 0.9988 (lattice units)
formal p, polar 2 = -0.11922 e/A
junction P1 - P2, bulk = -0.02037 e/A
junction charge, supercell = -0.02037 e/A
junction charge = -3.681 uC/cm2
equivalent sheet density = 2.297e+13 cm^-2
junction supercell gap = 5.213 eV
inversion boundary A charge = -0.2792 e/A
inversion boundary B charge = 0.7208 e/A
bulk difference at inversion = -0.2792 e/A
integers left over, A and B = 0.0000, 1.0000
supercell gaps, A and B = 3.862, 0.815 eV
rough inputs: eps_r = 10, mass = 0.2 m_e
unscreened field = 4.16 MV/cm
rough breakdown field = 3.0 MV/cm
field / breakdown = 1.39
field-induced polarisation = 3.31 uC/cm2
potential drop per repeat = 0.108 eV
thickness for drop = gap: 13.0 nm
Kane tunnelling exponent = 54.4
sheet Fermi energy = 0.275 eV
Fermi energy change, mass +10% = -0.025 eV
thermal energy at 300 K = 0.0259 eV
in-plane strain tried = 1 %
strain change of e/A = -3.56 uC/cm2
strain change of P1 = 0.50 uC/cm2
same, next branch = -3.06 uC/cm2
```
